Mean thickness at which half-cylinders grown from parallel steps close

**Question**

I am stuck on an exercise about atomic layer deposition. Deposits grow as half-cylinders from parallel substrate steps spaced 50 nm apart, and I have to show that the film first closes at a mean thickness of 19.6 nm.

I can see that neighbouring deposits touch when each has a radius of 25 nm. If the process adds 0.1 nm per cycle, that takes 250 cycles, and 250 × 0.1 nm is again 25 nm. So both the height of the deposits and the growth per cycle tell me 25 nm. Where does 19.6 nm come from? Is the film smooth once it has closed? And how far can I trust the number if the steps are not evenly spaced?

**Answer**

Your 25 nm is the height of the film directly above a step. The mean thickness is a different quantity: the volume of deposit divided by the area of substrate. Between the steps the film is thinner, so the mean is lower.

**Assumptions**

The steps are straight, parallel and a distance L apart. Growth starts at all of them in the same cycle, from seeds of negligible size, and nothing nucleates on the terraces between them. Each cycle adds the same thickness g along the local normal of the deposit surface. The step height is neglected for now. "Closed" means that no bare substrate is left.

**Shape and closure**

Moving every point of a circular arc outward along its normal by g gives another arc with the same centre and a radius larger by g. A deposit that starts from a line therefore stays a half-cylinder, and after n cycles its radius is

r = g n.

With x measured from the step, its height is

z(x) = √(r² − x²), for |x| ≤ r.

Each deposit covers a width 2r out of every length L, so the covered fraction is 2r/L. It reaches 1 at

r_c = L/2 = 25 nm, n_c = L/(2g) = 25/0.1 = 250 cycles.

**Mean thickness**

Take a strip of substrate of length L across the steps and unit length along them. It carries one half-cylinder, with cross-section πr²/2. Dividing by L gives, up to closure,

h = πr²/(2L).

At r = L/2 this becomes

h_c = (π/(2L)) × (L²/4) = πL/8 = π × 50 nm/8 = 19.6 nm,

or 196 Å. This is π/4 of the peak height, the ratio of a half-disc to the rectangle that just encloses it. The growth per cycle has dropped out: it sets when the film closes, not how thick it is at that moment.

The half-cylinder need not be put in by hand. I advanced a front numerically from a line seed by adding layers 1 nm thick along the normal, on a grid of 0.05 nm. It closed at a radius of 25.0 nm with a mean thickness of 19.55 nm, 0.4 % below πL/8. The layer sampled on the grid is a polygon inside the true disc, so the numerical front lags slightly.

**Why 250 cycles do not give 25 nm on average**

A growth per cycle of 0.1 nm gives 25 nm in 250 cycles only if the whole substrate is growing from the start. Here growth takes place on the deposits alone. Inserting r = gn and differentiating,

h = πg²n²/(2L), dh/dn = πg²n/L = g × (πr/L).

The factor πr/L is the length of the exposed arc divided by the length of substrate it serves. The mean thickness develops as follows:

- 50 cycles: 20 % covered, 0.79 nm
- 100 cycles: 40 % covered, 3.14 nm
- 150 cycles: 60 % covered, 7.07 nm
- 200 cycles: 80 % covered, 12.57 nm
- 250 cycles: fully covered, 19.6 nm

At first the arcs are short and growth is slower than on a planar film. The two rates are equal when πr = L, at r = 15.9 nm. At closure the rate is πg/2 = 0.157 nm per cycle, above the planar value because the curved surface is longer than the substrate beneath it. The late gain does not make up for the slow start: a planar film would have reached 19.6 nm after 196 cycles.

**The closed film is not smooth**

At closure the thickness is 25 nm above the steps and zero along the seams midway between them. To find the rms roughness, average over −r ≤ x ≤ r, where the mean of x² is r²/3:

mean of z² = r² − r²/3 = 2r²/3,

mean of z = (πr²/2)/(2r) = πr/4,

rms roughness = r √(2/3 − π²/16) = 5.58 nm at r = 25 nm.

That is more than a quarter of the mean thickness.

After closure each arc is cut off at the seams, x = ±L/2. Substituting x = r sin φ, with φ₀ = arcsin(L/(2r)), the cross-section over one period is

∫ √(r² − x²) dx = r² ∫ cos²φ dφ = r² (φ₀ + sin φ₀ cos φ₀),

where φ runs from −φ₀ to φ₀. Since r sin φ₀ = L/2 and r cos φ₀ = √(r² − L²/4), division by L gives

h = [r² arcsin(L/(2r)) + (L/2) √(r² − L²/4)]/L.

At r = L/2 the arcsine is π/2 and the root vanishes, which returns πL/8. The thickness at the seam is

z_s = √(r² − L²/4) = √((r − L/2)(r + L/2)).

Just after closure the second factor is close to L, so z_s ≈ √(L(r − L/2)). This square root rises steeply. Five cycles after closure, at r = 25.5 nm, the seam is already

z_s = √(25.5² − 25²) nm = 5.02 nm

thick, while the mean has risen only to 20.36 nm. This fast filling assumes that the bottom of the seam stays open to the precursor; the section on molecular size below shows where that fails.

The growth rate is again g times the arc length per length of substrate. The arc now spans an angle 2φ₀, so

dh/dn = g × (2r/L) arcsin(L/(2r)).

At 255 cycles this is 0.140 nm per cycle, already below its value at closure. For r much larger than L, arcsin(L/(2r)) ≈ L/(2r) and the rate returns to g. In the same limit √(r² − x²) ≈ r − x²/(2r), and the mean of x² over one period is L²/12, so

h ≈ r − L²/(24r).

The film thus catches up with a planar film grown for the same number of cycles, for which h = gn = r.

**Uneven steps**

This is the largest of the corrections I have sized. Let the terraces be alternately 40 and 60 nm wide, which keeps the mean spacing at 50 nm, and leave everything else unchanged. Closure must wait for the wide terrace, so r = 30 nm and n = 300. The wide terrace then carries two quarter-discs that just touch:

π × 30²/2 = 1414 nm².

On the narrow terrace the deposits have already merged. The cross-section formula above, with the width 40 nm in place of L, gives

30² × arcsin(20/30) + 20 × √(30² − 20²) = 1104 nm².

The mean over both terraces is

h = (1414 + 1104)/100 = 25.18 nm,

which is 28 % above the evenly spaced result. When all steps start together, the widest terrace decides when the film closes, and the narrower ones keep thickening in the meantime. The shift can therefore be much larger than in this example: a single 100 nm terrace among very many of 50 nm delays full closure to r = 50 nm, when the mean thickness is already about 48 nm.

**Smaller corrections**

*Nuclei on the terraces.* Suppose hemispheres also start in the first cycle at random points, with density N = 10¹⁰ cm⁻², or 10⁻⁴ nm⁻². A point at height z is filled if a step or a nucleus lies within the horizontal distance s = √(r² − z²). The steps miss it with probability 1 − 2s/L, and the nuclei with probability exp(−πNs²). Hence, up to r = L/2,

h = ∫ [1 − (1 − 2s/L) exp(−πNs²)] dz, from z = 0 to r.

At r = 25 nm this adds 0.36 nm. A random simulation on an area of 5000 nm × 40000 nm gave the same addition. The correction is small only for so low a density: at N = 10¹¹ cm⁻² it is about 2.4 nm. The closing radius stays at 25 nm on long steps, because about 82 % of the seam has no nucleus within reach and must still be closed by the steps.

*Unequal start.* If every second step starts 50 cycles late, neighbours touch with radii L/2 + δ and L/2 − δ, where δ = 2.5 nm. The squares of the radii add up to L²/2 + 2δ², so over a period 2L

h = (π/2)(L²/2 + 2δ²)/(2L) = πL/8 + πδ²/(2L).

The addition is 0.20 nm.

*Step height.* If the whole riser, of height b = 0.34 nm, acts as the seed, the quarter-disc on its lower side is raised by b over a length r. This adds rb/L = b/2 = 0.17 nm at closure.

*Size of the molecules.* The seam has width 2(r − √(r² − z²)) at height z. Setting this equal to a molecular diameter d gives z² = rd − d²/4. For d = 0.6 nm the seam is narrower than the molecule up to a height of about 3.9 nm, so the centre of a rigid sphere cannot get below that height. The gap there, which πL/8 already counts as empty, amounts to only 0.015 nm of mean thickness, but it lies where closure is decided: once the gap at the substrate is narrower than about one molecular diameter, a rigid sphere no longer reaches the substrate, and a bare strip up to about 0.6 nm wide could remain. The same exclusion acts higher up. If the walls stop growing wherever a rigid sphere cannot touch them, a narrow slit persists in place of the filled seam, so the seam thickness of 5.02 nm found above holds only for point-like molecules. The mean thickness changes by only a few hundredths of a nanometre.

**How this compares with a real process**

The growth per cycle and the step height suit oxide deposition on stepped graphite, where the basal plane offers few reactive sites and growth tends to start at steps. Real steps nucleate at separate sites rather than along a continuous line. For seeds a distance a apart, aligned from step to step, closure needs r = √(L² + a²)/2; for a = 10 nm this is 25.5 nm, with a mean thickness of 20.1 nm. The 0.1 nm per cycle, the step height and the molecular diameter are rough typical values; the nucleus density is a round choice. A spacing of 50 nm is narrow for cleaved graphite, whose terraces are often hundreds of nanometres wide. In this model both the closing thickness and the cycle count grow in proportion to L, so wide terraces would have to stay inert for far longer, which becomes harder to justify. Real steps are also unevenly spaced, and the 40/60 nm example shows that this alone can move the result from 19.6 to about 25 nm, and a few unusually wide terraces can move it much further. Finally, the half-cylinder requires equal growth in all directions. If the deposit grew upward at q times its sideways rate, with an elliptical profile, every height would be multiplied by q and the closing thickness would be qπL/8.

The 19.6 nm is therefore the value for even spacing, a common start and isotropic growth. The numerical output below lists the main values used here.

Calculated quantities

```
step spacing L = 50 nm
growth per cycle g = 0.10 nm
cycles, radius (nm), covered fraction, mean thickness (nm):
   50    5.0  0.20  0.79
  100   10.0  0.40  3.14
  150   15.0  0.60  7.07
  200   20.0  0.80  12.57
  250   25.0  1.00  19.63
closing radius = 25.0 nm
closing cycle = 250
mean thickness at closure = 19.635 nm
same in angstrom = 196.3 angstrom
advanced front: closing radius = 25.0 nm
advanced front: mean thickness = 19.55 nm
planar film after same cycles = 25.0 nm
planar cycles for same mean thickness = 196
radius where rate equals g = 15.9 nm
rate at closure = 0.157 nm/cycle
rms roughness at closure = 5.58 nm
later cycle = 255, radius = 25.5 nm
later mean thickness = 20.36 nm
later seam thickness = 5.02 nm
later rate = 0.140 nm/cycle
uneven terraces = 40 and 60 nm
uneven: closing radius = 30.0 nm
uneven: closing cycle = 300
uneven: mean thickness at closure = 25.18 nm
uneven: relative change = 28.2 %
terrace nuclei density = 1.0e+10 cm^-2
nuclei: added mean thickness = 0.361 nm
nuclei: simulated addition = 0.361 nm
nuclei: seam closed by steps alone = 82 %
late start of alternate steps = 50 cycles
late start: radius offset delta = 2.5 nm
late start: added mean thickness = 0.196 nm
step height = 0.34 nm
step height: added mean thickness = 0.17 nm
precursor diameter = 0.6 nm
height of inaccessible seam wedge = 3.86 nm
wedge volume per substrate area = 0.015 nm
```
